# Level crossings and incomplete Paschen-Back mixing in helium 2 ³P: test program

```python
"""Helium 2 3P (L = S = 1) in a magnetic field B along z.

Result under test: the block energies, the polynomial equations for all level
crossings, and the limits of the regime in which only J = 1 and J = 2 mix.
All energies are divided by h and given in GHz, measured from the J = 2 level.
delta = E(J=1)-E(J=2), Delta = E(J=0)-E(J=1), total = delta + Delta,
beta = mu_B B / h, g_plus = (g_S+g_L)/2, g_minus = (g_S-g_L)/2,
x = (g_minus beta)^2, M = m_L + m_S.
The reference side is a diagonalization in the uncoupled basis |m_L, m_S>,
with the fine structure built from projectors that are polynomials in J^2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

DELTA_21 = 2.29
DELTA_10 = 29.6
G_L = 1.0
G_S = abs(const.physical_constants["electron g factor"][0])
MU = const.physical_constants["Bohr magneton in Hz/T"][0] * 1e-9  # GHz/T
G_PLUS, G_MINUS = (G_S + G_L) / 2, (G_S - G_L) / 2
TOTAL = DELTA_21 + DELTA_10

# ---------- reference: operators in the uncoupled basis ----------
one = np.eye(3)
spin_z = np.diag([1.0, 0.0, -1.0])
raising = np.sqrt(2.0) * np.diag([1.0, 1.0], 1)
Lz, Sz = np.kron(spin_z, one), np.kron(one, spin_z)
L_dot_S = Lz @ Sz + 0.5 * (np.kron(raising, raising.T)
                           + np.kron(raising.T, raising))
identity = np.eye(9)
J2 = 4 * identity + 2 * L_dot_S
projector = {
    0: (J2 - 2 * identity) @ (J2 - 6 * identity) / 12,
    1: J2 @ (J2 - 6 * identity) / (-8),
    2: J2 @ (J2 - 2 * identity) / 24,
}
zeeman = G_L * Lz + G_S * Sz
m_total = np.rint(np.diag(Lz + Sz)).astype(int)
index = {M: np.flatnonzero(m_total == M) for M in range(-2, 3)}
J_LABELS = {2: [2], 1: [2, 1], 0: [2, 1, 0], -1: [2, 1], -2: [2]}


def sub(matrix, M):
    return matrix[np.ix_(index[M], index[M])]


def solve(M, beta, delta=DELTA_21, upper=DELTA_10):
    h = delta * projector[1] + (delta + upper) * projector[0] + beta * zeeman
    return np.linalg.eigh(sub(h, M))


def weight(M, level, J, beta):
    v = solve(M, beta)[1][:, level]
    return v @ sub(projector[J], M) @ v


def slope(M, level, beta, delta=DELTA_21, upper=DELTA_10):
    v = solve(M, beta, delta, upper)[1][:, level]
    return v @ sub(zeeman, M) @ v


# ---------- derived block energies ----------
def formula_levels(M, beta):
    x = (G_MINUS * beta) ** 2
    if abs(M) == 2:
        return np.array([M * G_PLUS * beta])
    if abs(M) == 1:
        root = np.sqrt(DELTA_21**2 / 4 + x)
        return M * G_PLUS * beta + DELTA_21 / 2 + np.array([-root, root])
    cubic = [1, -(DELTA_21 + TOTAL), DELTA_21 * TOTAL - 4 * x, 4 * x * TOTAL / 3]
    return np.sort(np.roots(cubic).real)


for field in (0.03, 0.2, 1.0, 10.0):
    for M in index:
        assert np.allclose(solve(M, MU * field)[0],
                           formula_levels(M, MU * field), atol=1e-8)


# ---------- derived crossings: (B, higher M, lower M, energy) ----------
def polynomial_crossings(g_orbital):
    gp, gm = (G_S + g_orbital) / 2, (G_S - g_orbital) / 2
    d, t = DELTA_21, TOTAL
    result = []
    b = gp * d / (g_orbital * G_S)
    result.append((b / MU, 2, 1, 2 * gp * b))
    b = 3 * gp * d / (9 * gp**2 - gm**2)
    result.append((b / MU, 2, -1, 2 * gp * b))
    b = d / (2 * np.sqrt(g_orbital * G_S))
    result.append((b / MU, 1, -1, d / 2))
    r = (gm / (2 * gp)) ** 2
    for e in np.roots([3 - 12 * r, -(3 * (d + t) - 4 * r * t), 3 * d * t]):
        result.append((e / (2 * gp) / MU, 2, 0, e))
    q2 = (gm / gp) ** 2
    p = 1 - q2
    N = np.poly1d([2 * p, 2 * d - t * (1 + q2 / 3), -d * t])
    D = np.poly1d([3 * p, d - 2 * t])
    quartic = (N * N - np.poly1d([2, d]) * D * N
               + np.poly1d([p, d, 0]) * D * D)
    for y in quartic.roots:
        if abs(y.imag) < 1e-8 * abs(y):
            y = y.real
            pair = (1, 0) if y > 0 else (0, -1)
            result.append((abs(y) / gp / MU, *pair, N(y) / D(y)))
    return sorted(result)


# ---------- reference crossings: scan of the diagonalized spectrum ----------
grid = np.geomspace(1e-3, 1e3, 1500)
spectrum = {M: np.array([solve(M, MU * f)[0] for f in grid]) for M in index}
scanned = []
for Ma in range(2, -3, -1):
    for Mb in range(Ma - 1, -3, -1):
        for i in range(len(index[Ma])):
            for k in range(len(index[Mb])):
                gap = spectrum[Ma][:, i] - spectrum[Mb][:, k]
                for n in np.flatnonzero(gap[:-1] * gap[1:] < 0):
                    f = brentq(lambda s: solve(Ma, MU * s)[0][i]
                               - solve(Mb, MU * s)[0][k],
                               grid[n], grid[n + 1], xtol=1e-12)
                    scanned.append((f, Ma, Mb, solve(Ma, MU * f)[0][i],
                                    J_LABELS[Ma][i], J_LABELS[Mb][k]))
scanned.sort()
derived = polynomial_crossings(G_L)
assert len(scanned) == len(derived) == 9
for found, predicted in zip(scanned, derived):
    assert found[1:3] == predicted[1:3]
    assert np.isclose(found[0], predicted[0], rtol=1e-6)
    assert np.isclose(found[3], predicted[3], rtol=1e-6, atol=1e-7)

# ---------- sensitivity to small neglected terms ----------
mass_ratio = const.physical_constants["electron to alpha particle mass ratio"][0]
changed = polynomial_crossings(1 - mass_ratio)
low_shift = max(abs(c[0] / d[0] - 1) for c, d in zip(changed[:-1], derived[:-1]))
assert low_shift < 1e-3
r2 = quad(lambda r: r**6 * np.exp(-r) / 24, 0, np.inf)[0]  # in a0^2
sin2_m0 = quad(lambda c: 1.5 * c**2 * (1 - c**2), -1, 1)[0]
sin2_m1 = quad(lambda c: 0.75 * (1 - c**2) ** 2, -1, 1)[0]
a0 = const.physical_constants["Bohr radius"][0]
highest_low = derived[-2][0]
diamagnetic = (const.e**2 * highest_low**2 * a0**2 * r2 * (sin2_m1 - sin2_m0)
               / (8 * const.m_e * const.h) * 1e-6)  # MHz

# ---------- limits of the incomplete Paschen-Back regime ----------
beta_low = brentq(lambda b: weight(1, 0, 1, b) - 0.10, 0.01, 10)
beta_high = brentq(lambda b: weight(0, 2, 0, b) - 0.99, 0.01, 10)
estimate_high = 0.1 * DELTA_10 / (G_MINUS * np.sqrt(8 / 3))
assert np.isclose(beta_low, 3 * DELTA_21 / (8 * G_MINUS), rtol=1e-8)
assert abs(estimate_high / beta_high - 1) < 0.02  # next order is about 1 percent
assert beta_low < beta_high

# truncated two-level model for M = 0, without and with the J = 0 correction
x_mid = (G_MINUS * MU * 0.2) ** 2


def two_level(diagonal):
    root = np.sqrt(diagonal**2 / 4 + 4 * x_mid / 3)
    return diagonal / 2 + np.array([-root, root])


exact_mid = solve(0, MU * 0.2)[0][:2]
truncated = two_level(DELTA_21)
corrected = two_level(DELTA_21 - 8 * x_mid / (3 * DELTA_10))
error_truncated = np.max(np.abs(truncated - exact_mid))
error_corrected = np.max(np.abs(corrected - exact_mid))
assert error_corrected < 0.2 * error_truncated

# the limiting slopes appear when the two intervals are very different
limit_slope = 2 * G_MINUS / np.sqrt(3)
wide = dict(delta=DELTA_21, upper=1e5 * DELTA_10)
assert abs(slope(0, 0, 100 * DELTA_21, **wide) + limit_slope) < 1e-3
assert abs(slope(0, 1, 100 * DELTA_21, **wide) - limit_slope) < 1e-3


# ---------- complete Paschen-Back limit ----------
def strong_field(M, beta):
    values = []
    for mL in (-1, 0, 1):
        mS = M - mL
        if abs(mS) <= 1:
            if abs(M) == 2:
                offset = 0.0
            elif abs(M) == 1:
                offset = DELTA_21 / 2
            else:
                offset = TOTAL / 3 + (DELTA_21 / 2 if mL else 0.0)
            values.append(beta * (G_L * mL + G_S * mS) + offset)
    return np.sort(values)


def strong_error(field):
    return max(np.max(np.abs(solve(M, MU * field)[0] - strong_field(M, MU * field)))
               for M in index)


error_10, error_20 = strong_error(10), strong_error(20)
assert 1.8 < error_10 / error_20 < 2.2  # leading remainder falls as 1/B

# ---------- printed results ----------
print(f"Intervals: delta = {DELTA_21:.2f} GHz, Delta = {DELTA_10:.2f} GHz, "
      f"total T = {TOTAL:.2f} GHz")
print(f"mu_B/h = {MU:.6f} GHz/T; g_L = {G_L:.0f}, g_S = {G_S:.6f}")
print(f"g_plus = {G_PLUS:.6f}, g_minus = {G_MINUS:.6f}")
print("Energies/h in GHz from J=2; columns: 0.2 T, 1 T, 10 T, 10 T strong-field formula")
for M in range(2, -3, -1):
    for i, J in enumerate(J_LABELS[M]):
        row = [solve(M, MU * f)[0][i] for f in (0.2, 1.0, 10.0)]
        row.append(strong_field(M, MU * 10)[i])
        print(f"  J={J} M={M:+d}: " + "  ".join(f"{e:9.3f}" for e in row))
print(f"Largest strong-field formula error: {error_10:.3f} GHz at 10 T, "
      f"{error_20:.3f} GHz at 20 T")
print("Crossings (zero-field labels J,M): field, beta, energy/h")
for f, Ma, Mb, e, Ja, Jb in scanned:
    print(f"  ({Ja},{Ma:+d}) x ({Jb},{Mb:+d}): B = {f:.5f} T, "
          f"beta = {MU*f:.4f} GHz, E/h = {e:.4f} GHz")
print(f"With g_L = 1 - {mass_ratio:.4e}: last crossing at {changed[-1][0]:.1f} T")
print(f"Largest relative shift of the other crossings: {low_shift:.2e}")
print(f"Hydrogen-like 2p: <r^2> = {r2:.2f} a0^2, <sin^2> = {sin2_m0:.2f} (m=0), "
      f"{sin2_m1:.2f} (|m|=1)")
print(f"Differential diamagnetic shift at {highest_low:.3f} T: {diamagnetic:.3f} MHz")
print(f"10% minority J in M=+-1: beta = {beta_low:.4f} GHz, B = {beta_low/MU:.4f} T")
print(f"1% loss of J=0 character: beta = {beta_high:.4f} GHz, B = {beta_high/MU:.4f} T")
print(f"  perturbative estimate: beta = {estimate_high:.4f} GHz, "
      f"B = {estimate_high/MU:.4f} T")
print(f"Ratio of upper to lower limit: {beta_high/beta_low:.3f}")
print(f"At upper limit, J=1 weight in lowest M=+1 level: "
      f"{weight(1, 0, 1, beta_high):.4f}")
print(f"At upper limit, J=1 weight in lowest M=0 level: "
      f"{weight(0, 0, 1, beta_high):.4f}")
print("M=0 at 0.2 T, lower and middle level, energy/h in GHz:")
for name, pair in (("full", exact_mid), ("truncated", truncated),
                   ("corrected", corrected)):
    print(f"  {name}: {pair[0]:.4f}, {pair[1]:.4f}")
print(f"Limiting two-level slope magnitude d(E/h)/d(beta): {limit_slope:.4f}")
print("Lowest M=0 level: slope d(E/h)/d(beta) and J=0 weight")
for f in (0.05, 0.1, 0.2, 0.3, 0.5, 1.0, 10.0):
    print(f"  B = {f:.2f} T: slope {slope(0, 0, MU*f):.4f}, "
          f"J=0 weight {weight(0, 0, 0, MU*f):.5f}")
print("success")
```

Output:

```
Intervals: delta = 2.29 GHz, Delta = 29.60 GHz, total T = 31.89 GHz
mu_B/h = 13.996245 GHz/T; g_L = 1, g_S = 2.002319
g_plus = 1.501160, g_minus = 0.501160
Energies/h in GHz from J=2; columns: 0.2 T, 1 T, 10 T, 10 T strong-field formula
  J=2 M=+2:     8.404     42.021    420.212    420.212
  J=2 M=+1:     3.536     15.048    141.098    141.107
  J=1 M=+1:     7.158     29.263    281.404    281.395
  J=2 M=+0:    -0.874     -8.589   -129.586   -128.512
  J=1 M=+0:     2.987      6.765     10.536     10.630
  J=0 M=+0:    32.067     36.004    153.230    152.062
  J=2 M=-1:    -4.868    -26.973   -279.114   -279.105
  J=1 M=-1:    -1.246    -12.758   -138.808   -138.817
  J=2 M=-2:    -8.404    -42.021   -420.212   -420.212
Largest strong-field formula error: 1.168 GHz at 10 T, 0.574 GHz at 20 T
Crossings (zero-field labels J,M): field, beta, energy/h
  (2,+2) x (1,-1): B = 0.03679 T, beta = 0.5149 GHz, E/h = 1.5458 GHz
  (2,+2) x (1,+0): B = 0.05625 T, beta = 0.7873 GHz, E/h = 2.3638 GHz
  (2,+1) x (1,-1): B = 0.05781 T, beta = 0.8092 GHz, E/h = 1.1450 GHz
  (2,+2) x (1,+1): B = 0.12266 T, beta = 1.7168 GHz, E/h = 5.1545 GHz
  (2,+1) x (1,+0): B = 0.14894 T, beta = 2.0846 GHz, E/h = 2.7244 GHz
  (2,+0) x (1,-1): B = 0.15885 T, beta = 2.2232 GHz, E/h = -0.5948 GHz
  (2,+2) x (0,+0): B = 0.82745 T, beta = 11.5811 GHz, E/h = 34.7702 GHz
  (1,+1) x (0,+0): B = 1.34732 T, beta = 18.8574 GHz, E/h = 38.9726 GHz
  (2,+0) x (1,-1): B = 326.39404 T, beta = 4568.2909 GHz, E/h = -4567.1456 GHz
With g_L = 1 - 1.3709e-04: last crossing at 291.8 T
Largest relative shift of the other crossings: 2.57e-04
Hydrogen-like 2p: <r^2> = 30.00 a0^2, <sin^2> = 0.40 (m=0), 0.80 (|m|=1)
Differential diamagnetic shift at 1.347 T: 0.324 MHz
10% minority J in M=+-1: beta = 1.7135 GHz, B = 0.1224 T
1% loss of J=0 character: beta = 3.6470 GHz, B = 0.2606 T
  perturbative estimate: beta = 3.6169 GHz, B = 0.2584 T
Ratio of upper to lower limit: 2.128
At upper limit, J=1 weight in lowest M=+1 level: 0.2346
At upper limit, J=1 weight in lowest M=0 level: 0.2834
M=0 at 0.2 T, lower and middle level, energy/h in GHz:
  full: -0.8737, 2.9869
  truncated: -0.8387, 3.1287
  corrected: -0.8775, 2.9902
Limiting two-level slope magnitude d(E/h)/d(beta): 0.5787
Lowest M=0 level: slope d(E/h)/d(beta) and J=0 weight
  B = 0.05 T: slope -0.1946, J=0 weight 0.00001
  B = 0.10 T: slope -0.3437, J=0 weight 0.00012
  B = 0.20 T: slope -0.5088, J=0 weight 0.00110
  B = 0.30 T: slope -0.5884, J=0 weight 0.00329
  B = 0.50 T: slope -0.6740, J=0 weight 0.01085
  B = 1.00 T: slope -0.7894, J=0 weight 0.04066
  B = 10.00 T: slope -0.9950, J=0 weight 0.26569
success
```
